Logarithmic radial moments of Dirac–Coulomb bound states

**Result and conventions**

One electron moves in the potential −Z/r of a fixed point nucleus. Hartree atomic units are used, c is the speed of light and α = 1/c. The argument of the logarithm is the number r/a₀, written r. A bound state is labelled by n and κ, with κ = −1 for s1/2, +1 for p1/2 and −2 for p3/2. Let αZ < |κ| and

γ = √(κ² − α²Z²), n_r = n − |κ|, N = √((n_r+γ)² + α²Z²),
ε = E/c² = (n_r+γ)/N, λ = Z/N,

where E includes the rest energy. For n_r = 0 there are states with κ < 0 only. With ψ the digamma function, every bound state has

⟨ln r⟩ = ψ(n_r+2γ+1) − ln(2Z/N) + (n_r/N)[ε − 1/(2(N−κ))]. (1)

For 1s1/2 this is ψ(2γ+1) − ln(2Z). That short form does not carry over to other states: for n_r = 0 the 2Z becomes 2Z/|κ|, and for n_r ≥ 1 the last term of (1), called the node term below, appears. Here "nodeless" means n_r = 0, where neither radial function has a node. The state 2p1/2 has n_r = 1 and is not nodeless in this sense: its large function has no node, but its small function has one.

For real k > −2γ−1, with s_j = 2γ+1+j,

⟨r^k⟩ = (2λ)^(−k) Σ_j d_j Γ(s_j+k) / Σ_j d_j Γ(s_j), (2)

⟨r^k ln r⟩ = (2λ)^(−k) Σ_j d_j Γ(s_j+k)[ψ(s_j+k) − ln 2λ] / Σ_j d_j Γ(s_j). (3)

The d_j are the coefficients of a polynomial of degree 2n_r in x = 2λr:

D(x) = a² + b² + 2εab = Σ_j d_j x^j,
a = (N−κ) F(−n_r; 2γ+1; x), b = −n_r F(1−n_r; 2γ+1; x), (4)

F(−m; B; x) = Σ_{j=0..m} (−m)_j x^j / [(B)_j j!], (q)_j = q(q+1)…(q+j−1).

For n_r = 0, b = 0.

**The radial functions**

The large and small radial functions P and Q, normalized by ∫(P²+Q²)dr = 1, obey

dP/dr = −(κ/r)P + [c(1+ε) + αZ/r]Q,
dQ/dr = (κ/r)Q + [c(1−ε) − αZ/r]P.

At large r both decay as e^(−λr) times a power of r, with λ = c√(1−ε²). Before the energy is known, define N = αZ/√(1−ε²) and ν = εN. Then λ = Z/N and N² = ν² + α²Z², so

N² − κ² = ν² − γ². (5)

Set P = √(1+ε) S and Q = −√(1−ε) T, and use x = 2λr. Dividing the equations by 2λ turns c(1±ε) into ½√((1±ε)/(1∓ε)). The Coulomb terms contain

αZ√((1∓ε)/(1±ε)) = αZ(1∓ε)/√(1−ε²) = N ∓ ν.

Hence, with primes for d/dx,

S′ = −(κ/x)S − [½ + (N−ν)/x]T,
T′ = (κ/x)T − [½ − (N+ν)/x]S.

Now put S = φ₁+φ₂ and T = φ₁−φ₂. Half the sum and half the difference of the two equations are

φ₁′ = (−½ + ν/x)φ₁ + ((N−κ)/x)φ₂,
φ₂′ = (½ − ν/x)φ₂ − ((N+κ)/x)φ₁.

Write φ₁ = x^γ e^(−x/2) a and φ₂ = x^γ e^(−x/2) b. Differentiating the prefactor adds γ/x − ½ on the left, so

x a′ = (ν−γ)a + (N−κ)b, (6)
x b′ = (x−ν−γ)b − (N+κ)a. (7)

Suppose N ≠ κ. Equation (6) gives (N−κ)b = x a′ − (ν−γ)a. Insert this in (7) multiplied by N−κ, and use (5):

x(x a″ + a′) − (ν−γ)x a′ = (x−ν−γ)[x a′ − (ν−γ)a] − (ν−γ)(ν+γ)a.

On the right the terms in a without a factor x cancel. Division by x leaves Kummer's equation,

x a″ + (2γ+1−x)a′ + (ν−γ)a = 0.

The solution regular at x = 0 is F(γ−ν; 2γ+1; x). It grows as e^x unless the series stops, which requires ν = n_r+γ with n_r = 0, 1, 2, … This is the energy formula stated at the start.

Choose a = (N−κ)F(−n_r). Then b = xF′ − n_r F. Its coefficient of x^j is that of F times j−n_r, and (−n_r)_j (j−n_r) = −n_r (1−n_r)_j. This gives b as in (4).

For n_r = 0, (5) gives N = |κ|, and N ≠ κ means κ < 0. Then b = 0, and (7) holds because N+κ = 0. The excluded case N = κ > 0 has ν = ±γ. For ν = γ, (6) makes a constant; the regular solution b of (7) then grows as e^x unless a = 0, and a = 0 leaves b ∝ x^(−2γ)e^x. For ν = −γ, regularity requires a = 0, and b ∝ e^x. Neither is a bound state.

The density follows by squaring:

P² + Q² ∝ x^(2γ)e^(−x)[(1+ε)(a+b)² + (1−ε)(a−b)²] = 2x^(2γ)e^(−x) D(x).

The solution behaving as r^γ at the origin has been taken. For γ ≥ ½ the other one, r^(−γ), is not normalizable. For γ < ½ the choice of r^γ is part of the definition of the problem.

**Differentiating the power moments**

Since ∫₀^∞ x^(s+k−1)e^(−x)dx = Γ(s+k), integrating D term by term gives (2). The integral converges at the origin if 2γ+k > −1. This bound is sharp because D(0) > 0: D is a positive definite quadratic form in a and b for |ε| < 1, and a(0) = N−κ is not zero.

The derivative of r^k with respect to k is r^k ln r. To exchange it with the integral, take k in a closed interval [k₁, k₂] with k₁ > −2γ−1. There

|r^k ln r| ≤ (r^(k₁) + r^(k₂))|ln r|,

and the right side is integrable with the density. Therefore

d⟨r^k⟩/dk = ⟨r^k ln r⟩. (8)

In (2), differentiating (2λ)^(−k) produces −ln 2λ, and differentiating Γ(s_j+k) produces Γ(s_j+k)ψ(s_j+k). The denominator does not depend on k. The result is (3).

Differentiation needs a formula that holds for continuous k. A formula known to be right only at integers is not enough: adding sin(πk) to it leaves those values unchanged but changes its slope. All non-negative integer moments together do determine this exponentially decaying density, and hence ⟨ln r⟩, but recovering it from them is a different and longer calculation.

For a nodeless state D is constant and N = |κ|, so

⟨r^k⟩ = Γ(2γ+1+k)/[Γ(2γ+1)(2λ)^k],
⟨r^k ln r⟩ = ⟨r^k⟩[ψ(2γ+1+k) − ln(2Z/|κ|)].

At k = 0 this is the logarithmic mean. The second derivative of ln⟨r^k⟩ at k = 0 is the variance of ln r, here ψ′(2γ+1). It depends on Z only through γ, because a change of length scale shifts ln r without changing its spread.

**Reducing the logarithmic mean to one digamma function**

For n_r ≥ 1, write m = n_r, A = 2γ and w = x^A e^(−x). The polynomials in (4) are Laguerre polynomials up to positive factors:

L_m^A = [(A+1)_m/m!] F(−m; A+1; x).

Their norm follows from the Rodrigues form, w L_m^A = (1/m!) d^m(x^(m+A)e^(−x))/dx^m. Integrating m times by parts shows that ∫w x^q L_m^A dx is zero for q < m and (−1)^m Γ(m+A+1) for q = m. The leading coefficient of L_m^A is (−1)^m/m!. Thus different polynomials are orthogonal, and

∫w (L_m^A)² dx = Γ(m+A+1)/m!. (9)

Let I_m = ∫w F(−m)² dx. Dividing (9) by [(A+1)_m/m!]² gives I_m = Γ(A+1) m!/(A+1)_m, hence I_{m−1}/I_m = (m+A)/m. Since ν = m+γ, (5) reads N²−κ² = m(m+2γ), and

∫w b² dx / ∫w a² dx = m(m+2γ)/(N−κ)² = (N+κ)/(N−κ).

The cross term ab integrates to zero. The two parts therefore have shares of the norm

p_a = (N−κ)/(2N), p_b = (N+κ)/(2N).

With h_m the normalized L_m^A, and the minus sign of b retained, the normalized density in x is

w[p_a h_m² + p_b h_{m−1}² − 2ε√(p_a p_b) h_m h_{m−1}], 2√(p_a p_b) = √(m(m+2γ))/N. (10)

The cross term does not affect the norm, but it does affect ⟨ln x⟩. The matrix elements of ln x come from differentiating those of x^s at s = 0. The generating function

Σ_m L_m^A t^m = (1−t)^(−A−1) exp[−xt/(1−t)]

can be written as (1−t)^s times the generating function with index A+s. Expanding (1−t)^s gives

L_m^A = Σ_{i=0..m} [(−s)_i/i!] L_{m−i}^(A+s).

The coefficient is 1 for i = 0 and −s/i + O(s²) for i ≥ 1. Orthogonality under x^(A+s)e^(−x) then gives

∫w x^s (L_m^A)² dx = Γ(m+A+s+1)/m! + O(s²),
∫w x^s L_m^A L_{m−1}^A dx = −s Γ(m+A)/(m−1)! + O(s²).

Differentiate at s = 0 and divide by the norms (9):

⟨h_m|ln x|h_m⟩ = ψ(m+A+1),
⟨h_m|ln x|h_{m−1}⟩ = −√(m/(m+A)).

Insert these in (10). The two minus signs of the cross term multiply to a plus:

⟨ln x⟩ = p_a ψ(m+2γ+1) + p_b ψ(m+2γ) + εm/N.

Use ψ(m+2γ) = ψ(m+2γ+1) − 1/(m+2γ) and p_a+p_b = 1. The subtracted term is

p_b/(m+2γ) = (N+κ)/[2N(m+2γ)] = m/[2N(N−κ)].

Since ln r = ln x − ln 2λ and 2λ = 2Z/N, this is (1). For n_r = 0 it agrees with the nodeless result.

States with opposite κ and equal n ≥ |κ|+1 share γ, N and ε. Their difference comes from 1/(N−κ) alone:

⟨ln r⟩(+|κ|) − ⟨ln r⟩(−|κ|) = −(n_r/2N)[1/(N−|κ|) − 1/(N+|κ|)] = −|κ|/[N(n_r+2γ)]. (11)

The state with positive κ, such as 2p1/2 beside 2s1/2, thus has the smaller geometric mean radius exp⟨ln r⟩, although the two energies are equal in this model.

**Limits**

As c → ∞, γ → |κ|, N → n and ε → 1. For κ = l > 0, n_r = n−l and (1) becomes

ψ(n+l+1) − ln(2Z/n) + ((n−l)/n)[1 − 1/(2(n−l))].

The last term equals (2n−2l−1)/(2n). For κ = −l−1, n_r = n−l−1 and the digamma function is ψ(n+l+2) = ψ(n+l+1) + 1/(n+l+1). The rational terms add to

1/(n+l+1) + n_r/n − n_r/[2n(n+l+1)] = n_r/n + 1/(2n) = (2n−2l−1)/(2n),

because 2n−n_r = n+l+1. Both signs of κ therefore give the Schrödinger value

⟨ln r⟩ = ψ(n+l+1) + (2n−2l−1)/(2n) − ln(2Z/n).

For 1s1/2, 2γ = 2 − α²Z² + O(α⁴Z⁴), so the leading relativistic shift of ⟨ln r⟩ is −α²Z² ψ′(3), with ψ′(3) = π²/6 − 5/4 ≈ 0.395.

In the opposite limit, αZ → 1 for 1s1/2, γ → 0 and ⟨ln r⟩ tends to the finite value ψ(1) − ln(2Z). The allowed range of powers shrinks to k > −1, so ⟨1/r⟩ diverges there while the logarithmic mean does not.

**Worked example: Z = 80**

Here αZ = 0.5838. For |κ| = 1, γ = 0.8119, so the moments exist for k > −2.62. For 1s1/2,

⟨ln r⟩ = 0.762126 − 5.075174 = −4.313048.

For 2s1/2, N = 1.9036 and ε = 0.9518. The node term is

(1/1.9036)[0.9518 − 1/(2 × 2.9036)] = 0.4095,

and ⟨ln r⟩ = 1.1433 − 4.4314 + 0.4095 = −2.8786. For 2p1/2 the denominator N−κ is 0.9036 instead of 2.9036. The node term falls to 0.2093 and ⟨ln r⟩ = −3.0788. The difference of −0.2002 agrees with (11): −1/(1.9036 × 2.6238) = −0.2002.

The geometric mean radii, with the reduction relative to the Schrödinger value, are:

- 1s1/2: 0.01339 a₀ = 0.709 pm, 15% smaller
- 2s1/2: 0.05621 a₀ = 2.975 pm, 16% smaller
- 2p1/2: 0.04601 a₀ = 2.435 pm, 18% smaller
- 2p3/2: 0.05419 a₀ = 2.868 pm, 4% smaller

For 1s1/2 and 2p3/2, N = n, so the exponential decay constant λ has its nonrelativistic value. Their contraction comes entirely from the power r^(2γ), which moves density inward. For 2s1/2, λ also increases: ln 2λ rises from 4.3820 to 4.4314, which supplies 0.049 of the total lowering of 0.169.

The 1s1/2 shift is −4.31305 + 4.15239 = −0.16066. The leading estimate −0.5838² × 0.395 = −0.135 is 16% too small in magnitude, so the full formula is needed at this charge. The variance of ln r is 0.463. Its root, 0.68, corresponds to a factor of about 2 in r.

For ⟨r ln r⟩ in 1s1/2, the nodeless formula with ψ(2γ+2) = 1.1433 gives

0.016399 a₀ × (1.1433 − 5.0752) = −0.06448 a₀.

This is not ⟨r⟩⟨ln r⟩ = −0.0707 a₀. Because ψ(2γ+2) − ψ(2γ+1) = 1/(2γ+1) and ⟨r⟩ = (2γ+1)/(2λ), the difference for a nodeless state is 1/(2λ), here 0.00625 a₀.

For 2s1/2, the ratio ⟨r^k ln r⟩/⟨r^k⟩ is −3.87, −2.88 and −2.63 at k = −1, 0 and 1. It is the mean of ln r under the density weighted by r^k. Its derivative with respect to k is the variance under that density, so it must rise with k.

These values belong to the point-nucleus Dirac model. Finite nuclear size, recoil and radiative effects are left out. Finite size alone reaches the last digit shown: a uniformly charged sphere of radius 7 fm raises the 1s1/2 radius by about 0.0006 pm and the 2s1/2 radius by about 0.0014 pm.

**Notes for implementation**

Use (1) for k = 0. The sum (3) gives the same number in exact arithmetic, but its terms can have opposite signs and cancel. For 2s1/2 the normalized weights d_jΓ(s_j)/Σ_i d_iΓ(s_i) are 0.927, −2.690 and 2.764. They add to 1, while their magnitudes add to 6.4. For κ = −1 at the same charge, Z = 80, the magnitudes add to about 9 × 10⁸ at n_r = 10 and 2 × 10¹⁸ at n_r = 20, where the sum fails in double precision. For other states and powers, the ratio Σ|terms|/|Σ terms| measures how strongly relative rounding errors of the terms can be amplified; if it is large, use higher precision. A small ratio is no guarantee, because the terms themselves can carry errors well above one rounding unit. Close to the bound k = −2γ−1, Γ(s_0+k) is sensitive to the rounding of γ. For κ > 0 at small αZ, d_0 is a difference of nearly equal numbers, since a(0) → n_r, b(0) = −n_r and ε → 1. For large arguments the Gamma functions can overflow even when the moment itself is representable. In that case form ln|d_j| + ln Γ(s_j+k) − ln Γ(s_0) − k ln 2λ for each term of the numerator, exponentiate only this sum, and restore the sign of d_j. For (3), then multiply the term by ψ(s_j+k) − ln 2λ. Treat the denominator in the same way with k = 0.

Reject n_r = 0 with κ > 0, and reject k ≤ −2γ−1. Beyond that bound the Gamma functions may still return finite numbers, but the integral does not exist.

If lengths are measured in another unit, so that r̃ = f r, then

⟨r̃^k ln r̃⟩ = f^k[⟨r^k ln r⟩ + ln f ⟨r^k⟩].

For picometres f = 52.918. Multiplying by f^k alone is insufficient.

Formulas (1)–(3) were tested against densities obtained from a power-series solution of the radial Dirac equations and integrated numerically. The tests covered ten states with n_r ≤ 3, at Z = 10, 50 and 80, and seven powers from −2 to 3. The largest absolute error of ⟨ln r⟩ was 3 × 10⁻¹³. For the sums, the largest error relative to ⟨r^k⟩ was 2 × 10⁻¹². The remaining values are in the numerical output.

Table of computed values

```
Z = 80, c = 137.035999 a.u., Z/c = 0.583788
Bohr radius = 52.91772 pm
1s1/2: gamma = 0.811906, N = 1.000000, eps = 0.811906
  2 lambda = 160.00000 1/a0, ln = 5.075174
  digamma part = 0.762126
  node term = 0.000000
  <ln r> formula = -4.313048
  <ln r> integral = -4.313048
  <ln r> nonrelativistic = -4.152389
  exp<ln r> = 0.013393 a0 = 0.7087 pm
  same, nonrelativistic = 0.015727 a0
2s1/2: gamma = 0.811906, N = 1.903631, eps = 0.951816
  2 lambda = 84.04989 1/a0, ln = 4.431411
  digamma part = 1.143251
  node term = 0.409542
  <ln r> formula = -2.878617
  <ln r> integral = -2.878617
  <ln r> nonrelativistic = -2.709242
  exp<ln r> = 0.056212 a0 = 2.9746 pm
  same, nonrelativistic = 0.066587 a0
2p1/2: gamma = 0.811906, N = 1.903631, eps = 0.951816
  2 lambda = 84.04989 1/a0, ln = 4.431411
  digamma part = 1.143251
  node term = 0.209333
  <ln r> formula = -3.078827
  <ln r> integral = -3.078827
  <ln r> nonrelativistic = -2.875909
  exp<ln r> = 0.046013 a0 = 2.4349 pm
  same, nonrelativistic = 0.056365 a0
2p3/2: gamma = 1.912901, N = 2.000000, eps = 0.956451
  2 lambda = 80.00000 1/a0, ln = 4.382027
  digamma part = 1.466804
  node term = 0.000000
  <ln r> formula = -2.915223
  <ln r> integral = -2.915223
  <ln r> nonrelativistic = -2.875909
  exp<ln r> = 0.054192 a0 = 2.8677 pm
  same, nonrelativistic = 0.056365 a0
<ln r>(2p1/2) - <ln r>(2s1/2) = -0.200209
1s1/2 variance of ln r = 0.462735
2s1/2 j=0: weight 0.926504, digamma 0.762126
2s1/2 j=1: weight -2.690225, digamma 1.143251
2s1/2 j=2: weight 2.763722, digamma 1.419204
1s1/2 k=-1: <r^k> = 98.533576 1/a0
  <r^k ln r> = -485.660407 1/a0
1s1/2 k=1: <r^k> = 0.016399 a0
  <r^k ln r> = -0.064479 a0
2s1/2 k=-1: <r^k> = 25.880426 1/a0
  <r^k ln r> = -100.065461 1/a0
2s1/2 k=1: <r^k> = 0.064974 a0
  <r^k ln r> = -0.170814 a0
largest error of <ln r> in tests = 2.6e-13
largest relative error, r^k sums = 2.1e-12
```
